# Fermi arc and its penetration depth in a two-node Weyl model: verification in Python

```python
"""Fermi arc of a two-node lattice Weyl model on the surface of a half-space.

H(k) = g*D*s0 + v*sin(kx)*sx + v*sin(ky)*sy
       + [b*(2 - cos kx - cos ky) - t*D]*sz,   D = cos(kz) - cos(k0).
Lattice constant a = 1; layers n = 1, 2, ... are stacked along x.
Result under test: for |kz| < k0 there is one zero-energy surface state, at
sin(ky) = g*D/v with cos(ky) > 0, and none for |kz| > k0.
With M = b*(2 - cos ky) - t*D its amplitude decays as lam**n,
lam = (|M| + sqrt(M^2 + v^2 - b^2))/(b + v), depth xi = -1/ln(lam), and
xi -> v/(t*sin(k0)*(k0 - |kz|)) at the arc ends.
Its first-layer weight is W = 4*v*(b^2 - M^2)/(b*(b + v)^2).
"""
import numpy as np
from scipy.optimize import minimize_scalar

v, b, t, g = 0.6, 0.5, 0.8, 0.4      # eV
k0 = np.pi / 3
s0 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
assert v > b > 0 and t > abs(g)
assert (t + abs(g)) * (1 - np.cos(k0)) < 2 * b


def D(kz):
    return np.cos(kz) - np.cos(k0)


def times(coefficient, matrix):
    return np.asarray(coefficient)[..., None, None] * matrix


def bloch(kx, ky, kz):
    mass = b * (2 - np.cos(kx) - np.cos(ky)) - t * D(kz)
    return (times(g * D(kz), s0) + times(v * np.sin(kx), sx)
            + times(v * np.sin(ky), sy) + times(mass, sz))


# Layer form: (H psi)_n = h0 psi_n + hop psi_(n+1) + hop^dagger psi_(n-1)
hop = v / 2j * sx - b / 2 * sz
hop_back = hop.conj().T


def layer_block(ky, kz):
    return (times(g * D(kz), s0) + times(v * np.sin(ky), sy)
            + times(b * (2 - np.cos(ky)) - t * D(kz), sz))


def slab(ky, kz, layers):
    return (np.kron(np.eye(layers), layer_block(ky, kz))
            + np.kron(np.eye(layers, k=1), hop)
            + np.kron(np.eye(layers, k=-1), hop_back))


def chern(kz, n=40):
    """Lower-band Chern number from link variables, A = i<u|du>."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    u = np.linalg.eigh(bloch(kx, ky, kz))[1][..., 0]
    ux = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=-1)
    uy = np.sum(u.conj() * np.roll(u, -1, axis=1), axis=-1)
    loop = (ux * np.roll(uy, -1, axis=0)
            * np.conj(np.roll(ux, -1, axis=1)) * np.conj(uy))
    return -np.sum(np.angle(loop)) / (2 * np.pi)


def chirality(kz):
    """Sign of det(d d_i / d k_j) at a node, by central differences."""
    step, node = 1e-5, np.array([0.0, 0.0, kz])
    jac = np.zeros((3, 3))
    for j in range(3):
        shift = step * np.eye(3)[j]
        diff = (bloch(*(node + shift)) - bloch(*(node - shift))) / (2 * step)
        jac[:, j] = [np.trace(s @ diff).real / 2 for s in (sx, sy, sz)]
    return int(np.sign(np.linalg.det(jac)))


def surface_weight(ky, kz, eta, potential=0.0):
    """-eta*Im Tr G of the first layer at E = 0, by layer decimation."""
    ky = np.atleast_1d(ky)
    bulk = layer_block(ky, kz)
    surf = bulk.copy()
    fwd = np.broadcast_to(hop, bulk.shape).copy()
    back = np.broadcast_to(hop_back, bulk.shape).copy()
    z = 1j * eta * s0
    for _ in range(30):
        green = np.linalg.inv(z - bulk)
        fgb, bgf = fwd @ green @ back, back @ green @ fwd
        surf = surf + fgb
        bulk = bulk + fgb + bgf
        fwd, back = fwd @ green @ fwd, back @ green @ back
    first = np.linalg.inv(z - surf - potential * s0)
    return -eta * np.trace(first, axis1=-2, axis2=-1).imag


def crossings(kz, potential=0.0, eta=2e-3, n=4000):
    """All ky in the zone with a surface state at E = 0."""
    h = 2 * np.pi / n
    ky = -np.pi + h * (np.arange(n) + 0.5)
    w = surface_weight(ky, kz, eta, potential)
    peak = (w > np.roll(w, 1)) & (w >= np.roll(w, -1)) & (w > 0.1)
    found = []
    for q in ky[peak]:
        best = minimize_scalar(
            lambda p: -surface_weight(p, kz, eta, potential)[0],
            bounds=(q - h, q + h), method="bounded",
            options={"xatol": 1e-9})
        found.append(best.x)
    return found


def slow_root(ky, kz):
    """Slowest decaying complex-band factor at E = 0, from the layer equation."""
    inv = np.linalg.inv(hop)
    companion = np.block([[np.zeros((2, 2)), s0],
                          [-inv @ hop_back, -inv @ layer_block(ky, kz)]])
    size = np.abs(np.linalg.eigvals(companion))
    return np.max(size[size < 1])


# Derived formulas
def arc_ky(kz):
    return np.arcsin(g * D(kz) / v)


def arc_mass(kz):
    return b * (2 - np.cos(arc_ky(kz))) - t * D(kz)


def arc_root(kz):
    m = arc_mass(kz)
    return (abs(m) + np.sqrt(m**2 + v**2 - b**2)) / (b + v)


def arc_weight(kz):
    return 4 * v * (b**2 - arc_mass(kz)**2) / (b * (b + v)**2)


print(f"v = {v} eV, b = {b} eV, t = {t} eV, gamma = {g} eV")
print(f"k0 = {k0:.4f} rad (lattice constant a = 1)")

# The layer form reproduces the Bloch Hamiltonian
test_k = (0.7, -0.4, 0.3)
phase = np.exp(1j * test_k[0])
layered = layer_block(*test_k[1:]) + hop * phase + hop_back / phase
assert np.allclose(layered, bloch(*test_k), atol=1e-13)

# Slice half-gap: minimum of |d| on a grid against the closed form
q = np.linspace(0, np.pi, 121)
qx, qy = np.meshgrid(q, q)
for mu in (-1.2, -0.3, 0.2, 0.4, 0.7, 0.9):       # mu = t*D in eV
    size = np.sqrt(v**2 * (np.sin(qx)**2 + np.sin(qy)**2)
                   + (b * (2 - np.cos(qx) - np.cos(qy)) - mu)**2)
    assert abs(size.min() - min(abs(mu), 2 * b - mu)) < 1e-10
print(f"half-gap of slice kz=0: {min(t*D(0), 2*b - t*D(0)):.4f} eV")

# Chern numbers, node chiralities and number of surface crossings
print("kz/k0, Chern number, number of E=0 surface states:")
for f in (-1.2, -0.5, 0.0, 0.5, 0.9, 1.2, 2.0, 3.0):
    c = chern(f * k0)
    expected = -1 if abs(f) < 1 else 0
    assert abs(c - expected) < 1e-8
    found = crossings(f * k0)
    assert len(found) == abs(expected)
    if found:
        assert abs(found[0] - arc_ky(f * k0)) < 1e-4
        w = surface_weight(found[0], f * k0, 5e-4)[0]
        assert abs(w - arc_weight(f * k0)) < 1e-3
    print(f"  {f:5.1f}  {round(c):3d}  {len(found)}")
for node in (k0, -k0):
    jump = chern(node + 0.2) - chern(node - 0.2)
    assert abs(jump - chirality(node)) < 1e-8
print(f"chirality at +k0: {chirality(k0):+d}, at -k0: {chirality(-k0):+d}")

# All slab states outside the projected bulk bands are the derived ones
layers = 150
kx_line = np.linspace(0, np.pi, 4001)
for kz in (0.0, 0.5 * k0, 1.5):
    for ky in (0.3, 0.9, 1.2, 2.0):
        m = b * (2 - np.cos(ky)) - t * D(kz)
        bulk = np.sqrt((v * np.sin(ky))**2 + (v * np.sin(kx_line))**2
                       + (m - b * np.cos(kx_line))**2)
        e = np.linalg.eigvalsh(slab(ky, kz, layers)) - g * D(kz)
        outside = e[(np.abs(e) < bulk.min() - 1e-5)
                    | (np.abs(e) > bulk.max() + 1e-5)]
        assert len(outside) == (2 if abs(m) < b else 0)
        if len(outside):
            pair = v * np.sin(ky) * np.array([-1, 1])
            assert np.allclose(np.sort(outside), pair, atol=1e-6)

# Decay of real slab eigenvectors on the arc, and the opposite surface
print("slab of", layers, "layers: kz/k0, decay factor from eigenvector:")
for f in (0.0, 0.5, 0.9):
    kz = f * k0
    e, u = np.linalg.eigh(slab(arc_ky(kz), kz, layers))
    i = np.argmin(np.abs(e))
    assert abs(e[i]) < 1e-6
    amplitude = np.linalg.norm(u[:, i].reshape(layers, 2), axis=1)
    measured = (amplitude[19] / amplitude[14])**(1 / 5)
    assert abs(measured - arc_root(kz)) < 1e-3
    print(f"  {f:4.2f}  {measured:.4f}")
    e, u = np.linalg.eigh(slab(-arc_ky(kz), kz, layers))
    i = np.argmin(np.abs(e))
    density = np.sum(np.abs(u[:, i].reshape(layers, 2))**2, axis=1)
    assert abs(e[i]) < 1e-6 and density[layers // 2:].sum() > 0.99

# The arc from its centre to its end
print("arc: kz/k0, ky (rad), M (eV), lambda, xi (a), W:")
for f in (0.0, 0.25, 0.5, 0.75, 0.9, 0.99):
    kz = f * k0
    lam = arc_root(kz)
    assert abs(slow_root(arc_ky(kz), kz) - lam) < 1e-9
    print(f"  {f:4.2f} {arc_ky(kz):8.5f} {arc_mass(kz):7.4f}"
          f" {lam:7.4f} {-1/np.log(lam):8.3f} {arc_weight(kz):7.4f}")

# Divergence of the depth and loss of surface weight at the end
depth_limit = v / (t * np.sin(k0))
weight_limit = 8 * v * t * np.sin(k0) / (b + v)**2
print("distance q = k0-kz (rad), xi (a), xi*q, W/q:")
for dist, tol in ((1e-2, 2e-2), (1e-3, 2e-3)):
    kz = k0 - dist
    xi = -1 / np.log(slow_root(arc_ky(kz), kz))
    w = surface_weight(arc_ky(kz), kz, 1e-6)[0]
    assert abs(xi * dist / depth_limit - 1) < tol
    assert abs(w / dist / weight_limit - 1) < tol
    print(f"  {dist:.0e} {xi:9.2f} {xi*dist:.5f} {w/dist:.4f}")
print(f"limit of xi*q: {depth_limit:.5f}; limit of W/q: {weight_limit:.4f}")

# A first-layer potential moves the arc but keeps the crossing count
potential = 0.1
print(f"first-layer potential {potential} eV: kz/k0, ky without, with (rad):")
for f in (0.0, 0.5, 1.2, 2.0):
    moved = crossings(f * k0, potential)
    assert len(moved) == (1 if f < 1 else 0)
    if moved:
        assert abs(moved[0] - arc_ky(f * k0)) > 0.01
        print(f"  {f:4.2f} {arc_ky(f*k0):.4f} {moved[0]:.4f}")

print("all assertions hold")
```

Output:

```
v = 0.6 eV, b = 0.5 eV, t = 0.8 eV, gamma = 0.4 eV
k0 = 1.0472 rad (lattice constant a = 1)
half-gap of slice kz=0: 0.4000 eV
kz/k0, Chern number, number of E=0 surface states:
   -1.2    0  0
   -0.5   -1  1
    0.0   -1  1
    0.5   -1  1
    0.9   -1  1
    1.2    0  0
    2.0    0  0
    3.0    0  0
chirality at +k0: +1, at -k0: -1
slab of 150 layers: kz/k0, decay factor from eigenvector:
  0.00  0.4403
  0.50  0.5651
  0.90  0.8856
arc: kz/k0, ky (rad), M (eV), lambda, xi (a), W:
  0.00  0.33984  0.1286  0.4403    1.219  0.9261
  0.25  0.31584  0.1520  0.4698    1.324  0.9001
  0.50  0.24651  0.2223  0.5651    1.752  0.7957
  0.75  0.13851  0.3391  0.7395    3.313  0.5356
  0.90  0.05856  0.4306  0.8856    8.232  0.2561
  0.99  0.00603  0.4928  0.9880   82.639  0.0285
distance q = k0-kz (rad), xi (a), xi*q, W/q:
  1e-02     86.54 0.86542 2.7182
  1e-03    865.96 0.86596 2.7454
limit of xi*q: 0.86603; limit of W/q: 2.7484
first-layer potential 0.1 eV: kz/k0, ky without, with (rad):
  0.00 0.3398 0.5058
  0.50 0.2465 0.3855
all assertions hold
```
